# Updating a Spin Device's Transmission After Reversing One Atomic Moment

A magnetic strip of 120 atoms has transmission 6.997. Reversing one atomic moment near its centre lowers this to 6.677. Inverting the new 240 by 240 matrix takes 7.5 ms. If the inverse for the original strip is already stored, a correction built around a 2 by 2 matrix takes 0.056 ms and agrees to $3\times10^{-15}$. If that small matrix is replaced by the bare change in the Hamiltonian, the transmission appears to rise by 0.382, instead of falling by 0.320. A single atom shows both why the correction works and why the first-order result has the wrong sign.

## One atom by hand

Take an infinite chain with one orbital per atom, hopping $-t$ and all moments along $+z$. The on-site energy is $-\Delta/2$ for spin up and $+\Delta/2$ for spin down, where $\Delta$ is the exchange splitting. The spins do not mix. For either spin, let $z$ be the electron energy minus the on-site energy:

$$z_\uparrow=E+\Delta/2,\qquad z_\downarrow=E-\Delta/2.$$

Call one atom the device and the two half-chains the leads. If $g_s$ is the Green function at the end of a half-chain, the lead adds a self-energy $\Sigma=t^2g_s$ to the device atom. Adding one more atom to a half-chain leaves it unchanged, so $g_s=1/(z-t^2g_s)$, and

$$\Sigma=\frac{t^2}{z-\Sigma},\qquad \Sigma^2-z\Sigma+t^2=0.$$

Inside the band, $|z|<2t$, the retarded root has a negative imaginary part because electrons leave through the lead:

$$\Sigma=\frac{z-iv}{2},\qquad v=\sqrt{4t^2-z^2}.$$

The broadening of each lead is $\Gamma=i(\Sigma-\Sigma^*)=v$. With two leads, the inverse Green function of the device atom is $z-2\Sigma=iv$. Hence $g=1/(iv)=-i/v$. The transmission $\Gamma g\Gamma g^*$, derived below for the general case, is $v^2/v^2=1$.

Now reverse the device moment. Its on-site energy changes by $\delta=+\Delta$ for spin up and $\delta=-\Delta$ for spin down. The new Green function is

$$g'=\frac1{iv-\delta}=\frac{g}{1-g\delta}.$$

Since $1/(1-x)=1+x/(1-x)$, this is also

$$g'=g+g\tau g,\qquad \tau=\frac{\delta}{1-g\delta}.$$

The quantity $\tau$ contains repeated scattering from the changed atom, $\delta+\delta g\delta+\ldots$, and the fraction sums this series when $|g\delta|<1$. The fraction itself remains valid where the series diverges, except at $g\delta=1$. Each open spin channel now transmits

$$T'=\frac{v^2}{|iv-\delta|^2}=\frac{v^2}{v^2+\Delta^2}.$$

For $t=\Delta=0.5$ eV and $E=0.3$ eV, the spin-up value is $v^2=1-0.55^2=0.6975$ eV$^2$, and the spin-down value is $1-0.05^2=0.9975$ eV$^2$. Therefore

$$T'=\frac{0.6975}{0.9475}+\frac{0.9975}{1.2475}=1.5357,$$

compared with 2 before reversal.

Keeping $\tau\approx\delta$ gives the amplitude $g+g\delta g=-i/v-\delta/v^2$. Its transmission is

$$v^2\left(\frac1{v^2}+\frac{\delta^2}{v^4}\right)=1+\frac{\delta^2}{v^2}.$$

The correct result starts as $1-\delta^2/v^2$. The next term of the amplitude, $g\delta g\delta g$, interferes with the original wave and contributes $-2\delta^2/v^2$ to the transmission. Omitting it reverses the sign and gives a channel more than unit transmission.

## When the small problem is singular

For $z>2t$ the wave decays into the leads. The decaying root is $\Sigma=(z-\sqrt{z^2-4t^2})/2$, so $g=1/\sqrt{z^2-4t^2}$. For spin up, $1-g\Delta$ vanishes when

$$z=\sqrt{4t^2+\Delta^2},\qquad E_b=\sqrt{4t^2+\Delta^2}-\Delta/2.$$

Here $E_b=0.8680$ eV. The reversed atom has bound a spin-up electron above its band. At the same energy, $z_\downarrow=0.6180$ eV lies inside the spin-down band, where $v^2=0.6180$ eV$^2$ and the transmission is $0.6180/0.8680=0.7120$. Current flows, yet the full two-spin inverse does not exist. At this energy the spins must be treated separately, or the transmission taken as a limit from nearby energies.

## The general device

Let $N$ atoms carry one orbital each, so that there are $n=2N$ spin-orbitals. Atom $i$ has a unit moment $\mathbf m_i$ and the on-site block $-(\Delta/2)\,\mathbf m_i\cdot\boldsymbol\sigma$, where $\boldsymbol\sigma$ are the Pauli matrices. Energies are measured from the mean on-site energy. Define

$$A=E-H-\Sigma_L-\Sigma_R,\qquad G=A^{-1},\qquad \Gamma_a=i(\Sigma_a-\Sigma_a^\dagger),$$

with $a=L,R$.

The transmission formula follows from the flow of probability. Let $V$ couple the right lead to the device, and let $\phi_\alpha$ be the isolated lead's states, normalized per unit energy. An incoming state produces the device amplitude $\psi_\alpha=GV\phi_\alpha$. The lead Green function satisfies $i(g_R-g_R^\dagger)=2\pi\sum_\alpha\phi_\alpha\phi_\alpha^\dagger$ at energy $E$, so

$$\Gamma_R=2\pi\sum_\alpha V\phi_\alpha\phi_\alpha^\dagger V^\dagger.$$

No wave enters from the left, so the left lead acts on the device through $\Sigma_L\psi$. The resulting loss of probability per unit time is $i\psi^\dagger(\Sigma_L-\Sigma_L^\dagger)\psi/\hbar=\psi^\dagger\Gamma_L\psi/\hbar$. Summing over incoming states gives a flow $T/(2\pi\hbar)=T/h$ per unit energy, with

$$T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger].$$

A small voltage $U_b$ opens an energy window $eU_b$, and each electron carries charge $e$. The low-temperature conductance is therefore $(e^2/h)T$, with both spins included in the trace.

Reversing atom $i$ changes its block from $-(\Delta/2)\mathbf m_i\cdot\boldsymbol\sigma$ to $+(\Delta/2)\mathbf m_i\cdot\boldsymbol\sigma$. With $P$ the $n$ by 2 matrix that selects its two spin-orbitals,

$$H'=H+P\delta P^T,\qquad \delta=\Delta\,\mathbf m_i\cdot\boldsymbol\sigma.$$

Because $(\mathbf m_i\cdot\boldsymbol\sigma)^2=1$ and its trace is zero, $\delta$ has eigenvalues $\pm\Delta$. The change has rank two. All other matrix elements and both leads are held fixed.

The new Green function obeys $(A-P\delta P^T)G'=1$. Multiplication from the left by $G$ gives

$$G'=G+GP\delta P^TG'.$$

Project this onto the changed atom and write $g=P^TGP$:

$$P^TG'=P^TG+g\delta P^TG',\qquad P^TG'=(1-g\delta)^{-1}P^TG.$$

Substitution into the previous equation yields the Woodbury correction

$$G'=G+GP\tau P^TG,\qquad \tau=\delta(1-g\delta)^{-1}=(1-\delta g)^{-1}\delta.$$

The two forms of $\tau$ agree because $\delta(1-g\delta)=(1-\delta g)\delta$.

To find when the correction exists, write $A'=A(1-GP\delta P^T)$. Eliminating either block of $\begin{pmatrix}1&X\\Y&1\end{pmatrix}$ shows that $\det(1-XY)=\det(1-YX)$. With $X=GP$ and $Y=\delta P^T$,

$$\frac{\det A'}{\det A}=\det(1-\delta g).$$

Thus, if $A$ is invertible, the small problem fails precisely when $A'$ is singular. Suppose $A'\psi=0$ at a real energy. The imaginary part of $\psi^\dagger A'\psi$ is $\psi^\dagger(\Gamma_L+\Gamma_R)\psi/2$, which must vanish. Neither broadening matrix has negative eigenvalues, so such a state has no outflow into either lead. The bound state of the chain is an example.

If $\Delta$ in $\delta$ is made very large while $G$ is held fixed, $\tau=(\delta^{-1}-g)^{-1}$ tends to $-g^{-1}$, provided $g$ is invertible. The new block on the atom, $g+g\tau g$, then tends to zero: the electron is excluded from that atom. As $\Delta\to0$, $\tau$ tends to $\delta$ and the correction vanishes.

For transmission, most of $G'$ is unnecessary. With nearest-slice hopping, $\Gamma_L$ acts on the first slice and $\Gamma_R$ on the last. It suffices to compute

$$G'_{LR}=G_{LR}+G_{Li}\,\tau\,G_{iR},\qquad T'=\mathrm{Tr}[\Gamma_LG'_{LR}\Gamma_RG'^{\dagger}_{LR}].$$

The algorithm is:

1. Invert $A$ once at the chosen energy and store $G$.
2. For a trial reversal, form $\delta$, read $g$ and solve the 2 by 2 problem for $\tau$.
3. Correct the corner block and compute $T'$.
4. If the reversal is accepted, update all of $G$ and change the sign of the stored moment before the next trial.

## A strip containing a domain wall

The strip is 6 atoms wide and 20 long on a square lattice with spacing 0.25 nm. Again $t=\Delta=0.5$ eV, and the Fermi energy is 0.9 eV. The left lead is magnetized along $+z$ and the right along $-z$. In slice $j$ the moments are $(\sin\theta_j,0,\cos\theta_j)$, with $\theta_j=\pi j/21$.

Across a lead, mode $k$ has amplitude $u_k(y)=\sqrt{2/7}\sin(k\pi y/7)$ and energy $\varepsilon_k=-2t\cos(k\pi/7)$. Along the lead, each mode and spin is a chain with $z$ reduced by $\varepsilon_k$. Its self-energy is the chain result, using the decaying root outside the band, and $\Sigma_a$ is the sum of these values times $u_ku_k^T$. In the right lead the two spin energies are exchanged. At this energy each lead has 7 open modes. The wall turns gradually enough to reflect very little, as the transmission of 6.997 shows.

Reverse row 3 of slice 10, where $\mathbf m=(0.99720,0,0.07473)$. In the order spin up, spin down,

$$\delta=\begin{pmatrix}0.03737&0.49860\\0.49860&-0.03737\end{pmatrix}\text{ eV}.$$

Dense inversion gives, in eV$^{-1}$,

$$g_{\uparrow\uparrow}=0.34645-0.86519i,\quad g_{\downarrow\downarrow}=0.33001-0.84323i,$$

$$g_{\uparrow\downarrow}=g_{\downarrow\uparrow}=0.04878+0.03873i.$$

For a 2 by 2 matrix, $\det(1-\delta g)=1-\mathrm{Tr}(\delta g)+\det\delta\,\det g$. Here $\mathrm{Tr}(\delta g)=0.0493+0.0378i$, $\det\delta=-0.25$ eV$^2$ and $\det g=-0.6161-0.5814i$ eV$^{-2}$. Hence

$$\det(1-\delta g)=1.1048+0.1076i,$$

well away from zero. Since $\delta^2=\Delta^2$, the inverse of $\delta$ is $\delta/\Delta^2$. Let $M=\delta^{-1}-g$. Then $\det M=\det(1-\delta g)/\det\delta=-4.4191-0.4302i$ eV$^{-2}$, and the off-diagonal element of its inverse is

$$\tau_{\uparrow\downarrow}=-\frac{M_{\uparrow\downarrow}}{\det M}=\frac{1.9456-0.0387i}{4.4191+0.4302i}=0.4353-0.0511i\text{ eV}.$$

The diagonal elements, found in the same way, are $\tau_{\uparrow\uparrow}=0.0891-0.1995i$ and $\tau_{\downarrow\downarrow}=0.0253-0.1982i$ eV.

The corner correction changes $T$ from 6.99715 to 6.67748. Since $e^2/h=38.74$ μS, the conductance changes from 271.07 to 258.69 μS, a fall of 12.38 μS. Replacing $\tau$ by $\delta$ gives $T=7.379$, more than the 7 available modes. This is the loss of probability conservation already seen in the chain.

Reversing each of the 120 atoms in turn, always from the original wall, changes $T$ by between $-0.493$ and $-0.185$. The largest difference from separate full inversions is $8\times10^{-15}$. After 300 successive random reversals, the largest error in an element of the updated $G$, relative to a fresh inversion, is $1.1\times10^{-14}$ eV$^{-1}$. A sequence that passes close to a singular $A'$ can amplify rounding, so a fresh inversion is prudent when $\det(1-\delta g)$ becomes small.

## What is saved

Dense inversion costs a number of operations proportional to $n^3$. Updating all of $G$ costs order $n^2$, while the corner update depends on the strip's width but not its length.

Slice recursion is a stronger competitor. Let $A_{jk}$ be the block of $A$ between slices $j$ and $k$. Eliminating slices from the left gives

$$g_1=A_{11}^{-1},\qquad g_j=(A_{jj}-A_{j,j-1}g_{j-1}A_{j-1,j})^{-1}.$$

The last $g_j$ is the final diagonal block of $G$. Back-substitution multiplies by $-g_jA_{j,j+1}$ at each earlier slice and ends at $G_{LR}$. For fixed width, the operation count is proportional to length.

Median times on one processor core, excluding construction of $A$, were:

| Method | $n=240$ | $n=720$ |
|---|---:|---:|
| Dense inversion | 7.49 ms | 130.8 ms |
| Slice recursion | 0.54 ms | 3.33 ms |
| Full update | 0.25 ms | 4.03 ms |
| Corner update | 0.056 ms | 0.052 ms |

The larger strip is three times as long. Its corner update is about 2500 times faster than dense inversion and 64 times faster than recursion. These ratios depend on the implementation. In the table the full update builds a new $n$ by $n$ array, recursion reads its blocks out of the dense matrix, and the recursion time grew by a factor of 6.2, not 3. With the correction written into the stored $G$ in place and the slice blocks kept as separate arrays, a run in which dense inversion took 86 ms at $n=720$ gave 0.46 ms for the full update and 0.84 ms for recursion, and recursion grew by a factor of 3.2. The full update and recursion are thus of similar cost at this size, and the factor of 64 overstates the gain over a well-arranged recursion.

If $G$ is obtained by dense inversion, that cost must also be repaid. With the times in the table, against recursion this takes $130.8/(3.33-0.05)\approx40$ trial reversals at $n=720$. Trials from a fixed configuration need only $g$, $G_{Li}$ and $G_{iR}$, however, and one forward and one backward slice sweep supplies these for every atom. That costs about 2.5 single recursions and is repaid after about 3 trials, but it must be repeated after each accepted reversal. Each energy needs its own stored $G$.

## Relation to a nickel device

The 4 eV bandwidth, $8t$, and the 0.5 eV splitting are rough values in the regime of nickel's d band. The lattice and single orbital are not those of fcc nickel. The 5 nm wall is also far from typical: a wall in bulk nickel is roughly 100 nm wide, so such a short one requires a constriction. Strong coupling to neighbouring moments makes a single reversed moment a trial configuration, not a stored bit. With $m$ orbitals per atom the correction has rank at most $2m$, or 18 for nine orbitals. Reversing nine atoms of this strip together also has rank 18, and its corner update took 0.128 ms at $n=240$.

The Woodbury identity is exact for the frozen Hamiltonian, but a real device relaxes and scatters electrons. The following estimates apply to the same reversal, whose reference change is $-0.320$. Each effect is added separately.

- **Thermal smearing.** Averaging over the Fermi window at 300 K, with 80 energies at equal steps of occupation, gives $-0.355$. A much finer energy grid gives $-0.361$, so the coarser average is off by about 0.006.
- **Electrostatic feedback.** The change in electron number on atom $j$ is $-(1/\pi)\mathrm{Im}\int_{-\infty}^{E_F}\mathrm{tr}\,\Delta G_{jj}\,dE$, where $\Delta G=G'-G$. The retarded function is analytic in the upper half-plane and $\Delta G$ falls at least as $1/E^2$, so the path can be turned upright: $\delta n_j=(1/\pi)\int_0^\infty\mathrm{Re\,tr}\,\Delta G_{jj}(E_F+iy)\,dy$. Gauss–Legendre quadrature gives $-0.032$ electrons on the reversed atom. One pass of on-site shifts $U\delta n_j$, with a rough $U=2$ eV, changes the result to $-0.202$. Repeating the pass, with damped steps, until the shifts stop changing gives $-0.015$ electrons on the reversed atom and a transmission change of $-0.263$. A single pass therefore overstates the effect.
- **Spin–orbit coupling.** Adding $i\lambda\sigma_y$ to the hopping from each slice to the one on its left, and $-i\lambda\sigma_x$ to the hopping from each row to the one numbered just below it, with $\lambda=0.05$ eV, gives $-0.347$. The reverse hops take the Hermitian conjugates, and the leads are unchanged.
- **Thermal canting.** Random tilts with mean cosine 0.94 give $-0.18$ on average over 24 samples, with a standard deviation of 0.09, so the average itself is uncertain by about 0.02. The transmission before reversal falls to 5.93.
- **Phonons.** The high-temperature estimate $\hbar/\tau_{\rm ph}=2\pi\lambda_{\rm ph}k_BT$, with a rough coupling $\lambda_{\rm ph}=0.3$, gives 49 meV. Adding $-i\hbar/(2\tau_{\rm ph})$ to every device site leaves a coherent transmission of 1.97 and a change of $-0.080$. Scattered electrons are removed in this estimate, so 1.97 and $-0.080$ describe only the coherent part of the transmission. Returning them through a probe on each atom that draws no net current gives a total transmission of 4.2 and a change of about $-0.11$. At 300 K nickel is below its Debye temperature of about 450 K, so the high-temperature rate is too large: a Debye spectrum gives 41 meV, a total transmission of 4.5 and a change of about $-0.12$.

Among these rough estimates, the loss of phase coherence to phonons alters the result most. The 12.38 μS change belongs to the cold, frozen model. In a fuller calculation $P$ must include every orbital whose matrix elements change, so the update saves time only while few atoms are affected. Electrostatic feedback breaks that condition here: in the converged calculation 70 of the 120 atoms shift by more than 1 meV, and the correction is no longer of low rank.
